# The f^(10/3) correction to Maxwell Garnett theory for simple-cubic sphere arrays: a numerical check

```python
"""
Result under test: for a simple-cubic array of spheres (volume fraction f),
  k_eff/k_host = 1 + 3 f / (1/b1 - f - c b3 f**(10/3) + O(f**(14/3))),
  b_l = l (q-1)/(l q + l + 1),  q = k_sphere/k_host,
  c = 16 U4**2 (3/(4 pi))**(10/3),
  U_n = sum over lattice vectors R != 0 of P_n(cos theta_R)/R**(n+1).
The lattice period is 1, a is the sphere radius, the mean field is 1 along z.
B_l is the coefficient of P_l(cos theta)/r**(l+1) outside a sphere.
The independent side is a least-squares solution of the boundary-value
problem in one cubic cell. It uses no infinite lattice sum.
"""
import itertools
import math
import numpy as np
from scipy.constants import c as light_speed
from scipy.special import erf, erfc, eval_legendre, lpmv

PI = math.pi
REF_RADIUS = 0.4       # scale of the outgoing multipole columns
REG_RADIUS = 0.9       # scale of the regular columns
STEP = 5e-4            # step of fourth-order finite differences


def modes(lmax):
    """Harmonics odd in z with fourfold symmetry about z."""
    return [(l, m) for l in range(1, lmax + 1, 2)
            for m in range(0, l + 1, 4)]


MULTIPOLES = modes(13)
REGULARS = modes(25)
SHIFTS = np.array(list(itertools.product((-1, 0, 1), repeat=3)), float)


def angular(l, m, p):
    r = np.linalg.norm(p, axis=-1)
    t = np.clip(p[..., 2] / r, -1, 1)
    norm = math.sqrt(math.factorial(l - m) / math.factorial(l + m))
    return norm * lpmv(m, l, t) * np.cos(m * np.arctan2(p[..., 1], p[..., 0]))


def regular(p, mode_list, scale):
    r = np.linalg.norm(p, axis=-1)
    return np.stack([(r / scale)**l * angular(l, m, p)
                     for l, m in mode_list], axis=1)


def outer_basis(p):
    """Equal multipoles on 27 sites, then regular harmonics for the rest."""
    q = p[:, None, :] - SHIFTS[None, :, :]
    r = np.linalg.norm(q, axis=-1)
    cluster = np.stack([((REF_RADIUS / r)**(l + 1) * angular(l, m, q)).sum(1)
                        for l, m in MULTIPOLES], axis=1)
    return np.hstack([cluster, regular(p, REGULARS, REG_RADIUS)])


def slope(p, n):
    """Directional derivative of all outer basis functions."""
    h = STEP
    near = outer_basis(p + h * n) - outer_basis(p - h * n)
    far = outer_basis(p + 2 * h * n) - outer_basis(p - 2 * h * n)
    return (8 * near - far) / (12 * h)


# Quadrature points on one quadrant of a top face and of a side face
gx, gw = np.polynomial.legendre.leggauss(16)
edge, edge_w = 0.25 * (gx + 1), 0.25 * gw
u, v = [s.ravel() for s in np.meshgrid(edge, edge, indexing="ij")]
face_w = np.outer(edge_w, edge_w).ravel()
half = np.full_like(u, 0.5)
top = np.stack([u, v, half], axis=1)
side = np.stack([half, u, v], axis=1)
TOP_VALUE = outer_basis(top)
TOP_SLOPE = slope(top, np.array([0.0, 0.0, 1.0]))
SIDE_SLOPE = slope(side, np.array([1.0, 0.0, 0.0]))

# Quadrature directions on a symmetry-reduced part of the unit sphere
cos_t, cos_w = 0.5 * (gx + 1), 0.5 * gw
azim = (np.arange(8) + 0.5) * (PI / 4) / 8
ct, az = [s.ravel() for s in np.meshgrid(cos_t, azim, indexing="ij")]
sphere_w = np.repeat(cos_w, 8) / 8
st = np.sqrt(1 - ct**2)
DIRS = np.stack([st * np.cos(az), st * np.sin(az), ct], axis=1)


def radius(f):
    return (3 * f / (4 * PI))**(1 / 3)


def solve_cell(f, q):
    """Potential -1/2 on the top face, no flux through the side faces."""
    a = radius(f)
    p = a * DIRS
    out, dout = outer_basis(p), slope(p, DIRS)
    inn = regular(p, MULTIPOLES, a)
    dinn = inn * np.array([l for l, m in MULTIPOLES]) / a
    none = np.zeros((len(top), inn.shape[1]))
    ws, wf = np.sqrt(sphere_w)[:, None], np.sqrt(face_w)[:, None]
    matrix = np.vstack([ws * np.hstack([out, -inn]),
                        ws * a * np.hstack([dout, -q * dinn]),
                        wf * np.hstack([TOP_VALUE, none]),
                        wf * np.hstack([SIDE_SLOPE, none])])
    rhs = np.concatenate([np.zeros(2 * len(p)), -0.5 * wf[:, 0],
                          np.zeros(len(side))])
    size = np.linalg.norm(matrix, axis=0)
    coef = np.linalg.lstsq(matrix / size, rhs, rcond=None)[0] / size
    n_out = out.shape[1]
    return {"k": -4 * face_w @ (TOP_SLOPE @ coef[:n_out]),
            "B1": coef[0] * REF_RADIUS**2,
            "B3": coef[1] * REF_RADIUS**4,
            "E_in": -coef[n_out] / a,
            "res": np.linalg.norm(matrix @ coef - rhs)}


def contrast(l, q):
    return l * (q - 1) / (l * q + l + 1)


def maxwell_garnett(f, q):
    return 1 + 3 * f / (1 / contrast(1, q) - f)


# --- Lattice sums: periodic Green function against direct summation ---
def green_regular(p):
    """Periodic potential of a unit charge with background, minus 1/r."""
    eta = math.sqrt(PI)
    r0 = np.linalg.norm(p, axis=1)
    g = -erf(eta * r0) / r0 - PI / eta**2
    for n in itertools.product(range(-4, 5), repeat=3):
        if n == (0, 0, 0):
            continue
        n = np.array(n, float)
        r = np.linalg.norm(p - n, axis=1)
        n2 = n @ n
        g += erfc(eta * r) / r
        g += np.exp(-PI * n2) / (PI * n2) * np.cos(2 * PI * p @ n)
    return g


r_big, r_small = 0.30, 0.15
g_big = green_regular(r_big * DIRS)
g_small = green_regular(r_small * DIRS)
lorentz = sphere_w @ (g_big - g_small) / (r_big**2 - r_small**2)
assert abs(lorentz - 2 * PI / 3) < 1e-8
assert abs(sphere_w @ (g_big * eval_legendre(2, ct))) < 1e-9
U4 = 9 * sphere_w @ (g_big * eval_legendre(4, ct)) / r_big**4
U6 = 13 * sphere_w @ (g_big * eval_legendre(6, ct)) / r_big**6
m4_part = 13 * sphere_w @ (g_big * math.sqrt(2) * angular(6, 4, DIRS))
m4_ratio = m4_part / r_big**6 / U6
assert abs(m4_ratio**2 - 7) < 1e-5


def direct_sum(n, size):
    s = np.arange(-size, size + 1.0)
    x, y, z = np.meshgrid(s, s, s, indexing="ij")
    r = np.sqrt(x**2 + y**2 + z**2).ravel()
    keep = r > 0
    r, z = r[keep], z.ravel()[keep]
    return np.sum(eval_legendre(n, z / r) / r**(n + 1))


# The cubic cut-off leaves a tail proportional to 1/(size + 1/2)**2 for n = 4
s1, s2 = 15.5**2, 30.5**2
U4_direct = (s2 * direct_sum(4, 30) - s1 * direct_sum(4, 15)) / (s2 - s1)
U6_direct = direct_sum(6, 30)
assert abs(U4_direct - U4) < 1e-4 and abs(U6_direct - U6) < 1e-4

c_oct = 16 * U4**2 * (3 / (4 * PI))**(10 / 3)
c_next = (36 + 20 * m4_ratio**2) * U6**2 * (3 / (4 * PI))**(14 / 3)


def rayleigh(f, q):
    return 1 + 3 * f / (1 / contrast(1, q) - f
                        - c_oct * contrast(3, q) * f**(10 / 3))


# --- Strong contrast: exponent, coefficient, octupole and next term ---
q_test = 10.0
b1, b3, b5 = [contrast(l, q_test) for l in (1, 3, 5)]
f_test = (0.05, 0.10)
cells = [solve_cell(f, q_test) for f in f_test]
delta = [1 / b1 - f - 3 * f / (s["k"] - 1) for f, s in zip(f_test, cells)]
exponent = math.log(delta[1] / delta[0]) / math.log(f_test[1] / f_test[0])
coefs = [d / (b3 * f**(10 / 3)) for d, f in zip(delta, f_test)]
assert abs(exponent - 10 / 3) < 0.02       # next term shifts it slightly
assert abs(coefs[0] / c_oct - 1) < 0.01
assert abs(coefs[1] / c_oct - 1) < 0.01
for s in cells:
    assert s["res"] < 1e-5
    assert abs(s["k"] - 1 - 4 * PI * s["B1"]) < 1e-6
a7 = radius(f_test[1])**7
oct_formula = 4 * U4 * b3 * a7 / (1 - 20 * U6 * b3 * a7)
oct_cell = cells[1]["B3"] / cells[1]["B1"]
assert abs(oct_cell / oct_formula - 1) < 1e-3
shift_law = 3 * c_oct * b1**2 * b3 * f_test[0]**(13 / 3)
shift_cell = cells[0]["k"] - maxwell_garnett(f_test[0], q_test)
shift_ratio = shift_cell * (1 - b1 * f_test[0])**2 / shift_law
assert abs(shift_ratio - 1) < 0.01
octupole_all = (c_oct * b3 * f_test[1]**(10 / 3)
                / (1 - 20 * U6 * b3 * a7))
next_ratio = (delta[1] - octupole_all) / (c_next * b5 * f_test[1]**(14 / 3))
assert abs(next_ratio - 1) < 0.2           # l = 7 adds about a tenth here

# --- Porous low-k film, rough typical parameters ---
k_wall, k_pore, porosity, diameter_nm = 2.9, 1.0, 0.30, 2.0
q_pore = k_pore / k_wall
rows = []
for f in (0.10, 0.20, 0.30, 0.40):
    s = solve_cell(f, q_pore)
    k_mg = k_wall * maxwell_garnett(f, q_pore)
    k_ray = k_wall * rayleigh(f, q_pore)
    k_cell = k_wall * s["k"]
    assert abs(s["k"] - 1 - 4 * PI * s["B1"]) < 1e-5
    assert abs(k_ray - k_cell) < 0.1 * abs(k_mg - k_cell)
    assert k_cell < k_mg
    rows.append((f, k_mg, k_ray, k_cell))
    if f == porosity:
        example = s
_, k_mg, k_ray, k_cell = rows[2]
period_nm = diameter_nm / (2 * radius(porosity))
field_ratio = (example["k"] - 1) / (porosity * (q_pore - 1))
assert abs(field_ratio - example["E_in"]) < 1e-4
den_mg = 1 / contrast(1, q_pore) - porosity
den_corr = c_oct * contrast(3, q_pore) * porosity**(10 / 3)

# Effects left out of the model
edge_nm = 0.05
f_edge = porosity * (1 + 2 * edge_nm / diameter_nm)**3
dk_edge = k_wall * rayleigh(f_edge, q_pore) - k_ray
wet_fraction, k_water = 0.05, 80.0
b_wet = ((1 - wet_fraction) * contrast(1, q_pore)
         + wet_fraction * contrast(1, k_water / k_wall))
dk_wet = k_wall * (1 + 3 * porosity / (1 / b_wet - porosity)) - k_mg
k_open = k_pore * maxwell_garnett(1 - porosity, k_wall / k_pore)
assert k_open < k_cell < k_mg
frequency = 1e10
retard = (2 * PI * frequency * period_nm * 1e-9 / light_speed)**2 * k_wall
field_MV_cm = 1.0
pore_volt = field_MV_cm * 1e8 * field_ratio * diameter_nm * 1e-9

print(f"U4, Ewald / direct: {U4:.5f} / {U4_direct:.5f}")
print(f"U6, Ewald / direct: {U6:.5f} / {U6_direct:.5f}")
print(f"r^2 coefficient of G: {lorentz:.6f}; 2 pi/3: {2*PI/3:.6f}")
print(f"Coefficient c of f^(10/3): {c_oct:.4f}")
print(f"Coefficient of b5 f^(14/3): {c_next:.4f}")
print(f"Strong-contrast test, q = {q_test:.0f}")
print(f"  b1, b3, b5: {b1:.5f}, {b3:.5f}, {b5:.5f}")
for f, s, d, cc in zip(f_test, cells, delta, coefs):
    print(f"  f = {f:.2f}: k_eff/k_host = {s['k']:.7f}")
    print(f"    denominator correction = {d:.4e}, c = {cc:.4f}")
    print(f"    boundary residual = {s['res']:.1e}")
print(f"  exponent from cell: {exponent:.4f}; 10/3 = {10/3:.4f}")
print(f"  B3/B1 (L^2), cell: {oct_cell:.5e}")
print(f"  B3/B1 (L^2), formula: {oct_formula:.5e}")
print(f"  f^(13/3) shift, cell/law: {shift_ratio:.4f}")
print(f"  next term, cell/leading law: {next_ratio:.3f}")
print("Porous low-k film (permittivities relative to vacuum)")
print(f"  wall k = {k_wall}, pore k = {k_pore}, porosity = {porosity}")
print(f"  pore diameter = {diameter_nm:.1f} nm, period = {period_nm:.3f} nm")
print(f"  thinnest wall = {period_nm - diameter_nm:.3f} nm")
print(f"  q = {q_pore:.5f}")
print(f"  b1 = {contrast(1, q_pore):.5f}, b3 = {contrast(3, q_pore):.5f}")
print(f"  1/b1 - f = {den_mg:.5f}")
print(f"  c b3 f^(10/3) = {den_corr:.5f}")
print("  f     Maxwell Garnett  corrected  cell")
for row in rows:
    print("  {:.2f}  {:.5f}          {:.5f}    {:.5f}".format(*row))
print(f"  corrected minus Maxwell Garnett: {k_ray - k_mg:.5f}")
print(f"  corrected minus cell: {k_ray - k_cell:.1e}")
print("Neglected effects at porosity 0.30")
print(f"  pore radius +{edge_nm} nm: f = {f_edge:.4f}, dk = {dk_edge:.4f}")
print(f"  water (k = {k_water:.0f}) in {100*wet_fraction:.0f}% of pores:"
      f" dk = {dk_wet:.4f}")
print(f"  opposite Hashin-Shtrikman bound: k = {k_open:.4f}")
print(f"  (wave number x period)^2 at {frequency/1e9:.0f} GHz: {retard:.1e}")
print(f"  mean pore field / applied field: {field_ratio:.4f}")
print(f"  pore voltage at {field_MV_cm:.0f} MV/cm: {pore_volt:.3f} V")
print("all assertions hold")
```

Running it gives:

```
U4, Ewald / direct: 3.10823 / 3.10823
U6, Ewald / direct: 0.57333 / 0.57333
r^2 coefficient of G: 2.094395; 2 pi/3: 2.094395
Coefficient c of f^(10/3): 1.3047
Coefficient of b5 f^(14/3): 0.0723
Strong-contrast test, q = 10
  b1, b3, b5: 0.75000, 0.79412, 0.80357
  f = 0.05: k_eff/k_host = 1.1168875
    denominator correction = 4.7778e-05, c = 1.3065
    boundary residual = 3.2e-10
  f = 0.10: k_eff/k_host = 1.2433385
    denominator correction = 4.8303e-04, c = 1.3105
    boundary residual = 2.2e-08
  exponent from cell: 3.3377; 10/3 = 3.3333
  B3/B1 (L^2), cell: 1.62272e-03
  B3/B1 (L^2), formula: 1.62268e-03
  f^(13/3) shift, cell/law: 1.0014
  next term, cell/leading law: 1.117
Porous low-k film (permittivities relative to vacuum)
  wall k = 2.9, pore k = 1.0, porosity = 0.3
  pore diameter = 2.0 nm, period = 2.408 nm
  thinnest wall = 0.408 nm
  q = 0.34483
  b1 = -0.27941, b3 = -0.39041
  1/b1 - f = -3.87895
  c b3 f^(10/3) = -0.00921
  f     Maxwell Garnett  corrected  cell
  0.10  2.66352          2.66350    2.66350
  0.20  2.43955          2.43926    2.43926
  0.30  2.22714          2.22554    2.22552
  0.40  2.02540          2.02008    2.02002
  corrected minus Maxwell Garnett: -0.00160
  corrected minus cell: 1.2e-05
Neglected effects at porosity 0.30
  pore radius +0.05 nm: f = 0.3473, dk = -0.0980
  water (k = 80) in 5% of pores: dk = 0.1330
  opposite Hashin-Shtrikman bound: k = 2.1176
  (wave number x period)^2 at 10 GHz: 7.4e-13
  mean pore field / applied field: 1.1833
  pore voltage at 1 MV/cm: 0.237 V
all assertions hold
```
